Single-flip updates and sweep cost in determinant quantum Monte Carlo

**1. One site**

Take one fermion level whose statistical weight is 1 when empty and a when occupied, with a > 0. Its partition function is 1 + a, the probability that it is empty is G = 1/(1 + a), and its occupation is a/(1 + a) = 1 − G. Now change a to (1 + Δ)a. The partition function changes by the factor

R = [1 + (1 + Δ)a]/(1 + a) = 1 + Δ a/(1 + a) = 1 + Δ(1 − G),

and the new probability of being empty is

G' = 1/[1 + (1 + Δ)a] = G/R.

The old G thus gives both the weight ratio and the new G. For N coupled sites a becomes a matrix A and G a matrix (1 + A)⁻¹. A flip of one auxiliary spin still multiplies one row of A by 1 + Δ, and both results survive in matrix form.

**2. Model and auxiliary field**

The model is the repulsive Hubbard model at half filling, on a bipartite lattice of N sites,

H = Σ_ijσ K_ij c†_iσ c_jσ + U Σ_i (n_i↑ − ½)(n_i↓ − ½), U > 0.

K is real and symmetric and connects only sites of opposite sublattices. Energies are in units of the hopping t. Write H_K and H_U for the two terms, and β = LΔτ. The partition function is approximated by

Z ≈ Tr [exp(−ΔτH_U) exp(−ΔτH_K)]^L.

By cyclicity of the trace, each factor may be replaced by exp(−ΔτH_U/2) exp(−ΔτH_K) exp(−ΔτH_U/2). This symmetric product becomes its own inverse under Δτ → −Δτ, so its logarithm is odd in Δτ and first deviates from −ΔτH at order Δτ³. Over L = β/Δτ slices the error in Z is of order Δτ² at fixed β and fixed system. The update formulas below add no further approximation.

On each site and slice a field s = ±1 removes the interaction:

exp[−ΔτU(n↑ − ½)(n↓ − ½)] = ½ exp(−ΔτU/4) Σ_s exp[λs(n↑ − n↓)].

For the empty and the doubly occupied site both sides equal exp(−ΔτU/4). For a singly occupied site the left side is exp(ΔτU/4) and the right side is exp(−ΔτU/4) cosh λ. The identity therefore requires

cosh λ = exp(ΔτU/2).

With V_l the diagonal matrix of the fields s_il on slice l, and σ = +1 for spin up and −1 for spin down, the slice matrices are

B_l = exp(σλV_l) exp(−ΔτK).

The spin label on B, A, M and G is dropped where one spin is meant.

**3. Determinant and Green's function**

For a fixed field, let Ω be the product of the many-body exponentials of one spin species, with slice l leftmost, and let A_l be the matching matrix product:

A_l = B_l … B_1 B_L … B_{l+1}, M_l = 1 + A_l.

From [c†Xc, c†_j] = Σ_i c†_i X_ij it follows that exp(c†Xc) turns c†_j into Σ_i c†_i (exp X)_ij and leaves the vacuum alone. Successive exponentials multiply these matrices, so Ω replaces each c†_j by Σ_i c†_i (A_l)_ij. The diagonal element of Ω in the state with occupied set J collects all permutations of J with their fermion signs, and is therefore the minor det (A_l)_JJ. Expanding det(1 + A_l) column by column, with either the unit column or the column of A_l chosen each time, gives the sum of the same minors. Hence

Tr Ω = det(1 + A_l) = det M_l.

The two spin species factorize, and a field configuration has the weight

W = [½ exp(−ΔτU/4)]^(NL) det M↑ det M↓.

The prefactor does not depend on the field and cancels in ratios. The choice of l does not matter either, because det(1 + XY) = det(1 + YX) for invertible Y, as Y(1 + XY)Y⁻¹ = 1 + YX shows.

Define G_ij = ⟨c_i c†_j⟩ = Tr(Ω c_i c†_j)/Tr Ω, assuming det M ≠ 0. From [c_i, c†Xc] = Σ_j X_ij c_j one finds Ω⁻¹c_iΩ = Σ_k A_ik c_k. Cyclicity then gives

Tr(Ω c†_j c_i) = Tr(c_i Ω c†_j) = Tr(Ω [Ω⁻¹c_iΩ] c†_j) = Σ_k A_ik Tr(Ω c_k c†_j).

Adding Tr(Ω c_i c†_j), using c_i c†_j + c†_j c_i = δ_ij and dividing by Tr Ω gives (1 + A)G = 1, so

G_l = (1 + A_l)⁻¹ = M_l⁻¹.

The mean occupation in the given field is ⟨n_i⟩ = 1 − G_ii. Ω is not a positive operator, so this number need not lie between 0 and 1. It does on an open chain with nearest-neighbour hopping K_{i,i+1} = −t, where every slice matrix, and hence A, has only non-negative minors. In two dimensions at low temperature it can fall outside that range.

**4. The flip ratio**

Flip s_il. The i-th diagonal entry of exp(σλV_l) changes from exp(σλs_il) to exp(−σλs_il), that is, by the factor 1 + Δ with

Δ = exp(−2σλs_il) − 1.

Here s_il is the value before the flip. With e_i the unit column vector of site i, and slice l leftmost,

A' = (1 + Δ e_i e_iᵀ)A.

Since GM = 1, A = M − 1 = (1 − G)M. Therefore

M' = 1 + A + Δ e_i e_iᵀA = [1 + Δ e_i e_iᵀ(1 − G)]M.

Call the bracket Q and set wᵀ = e_iᵀ(1 − G), so that Q = 1 + Δ e_i wᵀ. Q differs from the unit matrix only in row i. Subtracting multiples of the other rows, which are unit rows, removes the off-diagonal entries of row i without changing the determinant. What remains is the diagonal entry 1 + Δw_i, so

R = det M'/det M = 1 + Δ(1 − G_ii).

The operator form says the same. Because n_i is 0 or 1, exp(αn_i) = 1 + (e^α − 1)n_i. The flip inserts 1 + Δn_i at the left of Ω, and R = ⟨1 + Δn_i⟩. An empty site gives R = 1, since the field has nothing to act on; a full site gives R = 1 + Δ. R lies between these two values only when 0 ≤ G_ii ≤ 1, as on the open chain; otherwise it can be small or negative.

Both spins feel the flip, with opposite exponents, and the weight ratio is R↑R↓. A decoupling that leaves a field-dependent scalar factor would need the ratio of that factor as well.

**5. The rank-one update**

Try Q⁻¹ = 1 − γ e_i wᵀ. Since wᵀe_i = 1 − G_ii,

(1 + Δ e_i wᵀ)(1 − γ e_i wᵀ) = 1 + [Δ − γ − γΔ(1 − G_ii)] e_i wᵀ = 1 + (Δ − γR) e_i wᵀ.

This is the unit matrix for γ = Δ/R. From M' = QM follows G' = M⁻¹Q⁻¹ = GQ⁻¹, that is,

G' = G − (Δ/R) G e_i e_iᵀ(1 − G),

or in components

G'_jk = G_jk − (Δ/R) G_ji (δ_ik − G_ik).

Column i of G and row i of 1 − G must be copied before G is overwritten. Setting k = i gives

G'_ji = G_ji [R − Δ(1 − G_ii)]/R = G_ji/R,

so the whole column i is divided by R. This is a cheap check of an implementation.

The update requires R ≠ 0 for each spin. If R = 0, M' is singular, the new weight is zero and the flip is rejected. A small accepted R enlarges errors already present in G. An error δ in G_ii shifts R by −Δδ and hence Δ/R by about Δ²δ/R², so the absolute error of G' can grow as 1/R², and its error relative to the enlarged G' as 1/R.

**6. Which Green's function to use**

The derivation needs the changed factor at the left end of the product. For the ratio the right end serves as well: moving exp(σλV_l) there turns G into exp(−σλV_l) G exp(σλV_l), which has the same diagonal. The update then takes the mirrored form: A' = A(1 + Δ e_i e_iᵀ) and A = M(1 − G) give M' = M[1 + Δ(1 − G) e_i e_iᵀ], hence G' = G − (Δ/R)(1 − G) e_i e_iᵀ G, in which row i rather than column i is divided by R. Taking G past the hopping factor, to exp(−ΔτK) G exp(ΔτK), in general changes the diagonal and spoils the ratio. That matrix equals exp(−σλV_{l+1}) G_{l+1} exp(σλV_{l+1}), so it carries the diagonal of the next slice. A G from any other slice in general spoils the ratio as well. The exception, in both cases, is a field that is the same on every slice, for which all A_l coincide. On a random field with N = 4 and L = 16, the largest relative errors of the ratio for one spin were 0.15 for the first mistake and 0.44 for the second.

After slice l is finished, the next one is brought to the front. The rightmost factor of A_l is B_{l+1}, hence

A_{l+1} = B_{l+1} A_l B_{l+1}⁻¹, G_{l+1} = B_{l+1} G_l B_{l+1}⁻¹,

with B⁻¹ = exp(ΔτK) exp(−σλV) and slice L + 1 identified with slice 1. This step is called wrapping. It uses the field of slice l + 1 before any flip there.

A sweep then runs as follows.

1. Wrap both Green's functions to the next slice.
2. For each site i compute Δ and R for both spins from the current G_ii.
3. Accept the flip with probability min(1, |R↑R↓|).
4. If it is accepted, update both Green's functions at once and reverse the spin.
5. After every k slices, replace G by a freshly computed one, as in section 10.

Each single-site step satisfies detailed balance for the weight |W|. A fixed sequence of such steps leaves that distribution stationary.

**7. The sign at half filling**

Let P be diagonal with +1 on one sublattice and −1 on the other, so that PKP = −K. Then

P B↓ P = exp(−λV) exp(ΔτK) = (B↑⁻¹)ᵀ.

The inverse transpose preserves the order of a product, so PA↓P = (A↑⁻¹)ᵀ. Since (1 + A⁻¹)⁻¹ = A(1 + A)⁻¹ = 1 − G,

G↓ = P(1 − G↑ᵀ)P, and so G↓,ii = 1 − G↑,ii.

The definition of Δ gives 1 + Δ↓ = 1/(1 + Δ↑), or Δ↓ = −Δ↑/(1 + Δ↑). Hence

R↓ = 1 + Δ↓G↑,ii = [1 + Δ↑(1 − G↑,ii)]/(1 + Δ↑) = R↑/(1 + Δ↑),

R↑R↓ = R↑²/(1 + Δ↑) ≥ 0.

At half filling on a bipartite lattice no flip changes the sign of the weight. R↑ and R↓ may both be negative; only their product is protected. With doping or same-sublattice hopping this argument is lost. The open chain used in the examples below is special: its minors stay non-negative with a chemical potential too, so there every R is positive at any filling. On a doped two-dimensional lattice negative products do occur. One then samples |W| and obtains an average as ⟨O sgn W⟩/⟨sgn W⟩, with both means taken in the distribution |W|. The sign of W is multiplied by the sign of R↑R↓ at every accepted flip.

**8. A worked flip**

Take an open chain of four sites with t = 1, U = 4, β = 2 and Δτ = 0.125, so L = 16 and λ = 0.736905. These are round model parameters. The field is (+, −, +, −) on every slice, and the spin at site 2 of the last slice is flipped from − to +. For spin up

Δ↑ = exp(2λ) − 1 = 3.365834, G↑,22 = 0.988749,

R↑ = 1 + 3.365834 × 0.011251 = 1.037869.

For spin down

Δ↓ = exp(−2λ) − 1 = −0.770949, G↓,22 = 0.011251,

R↓ = 1 − 0.770949 × 0.988749 = 0.237725.

The field has driven spin up almost entirely off site 2, so the up determinant hardly responds. Spin down nearly fills the site and loses most of its weight. The product R↑R↓ = 0.246727 is the acceptance probability and agrees with the ratio of directly computed determinants.

If the flip is accepted, the diagonal element becomes

G'↑,22 = 0.988749/1.037869 ≈ 0.95267.

An element away from row and column 2 shows the full formula. With G_13 = 0.005543, G_12 = −0.156873 and G_23 = −0.035337,

G'_13 = 0.005543 − (3.365834/1.037869)(−0.156873)(0 + 0.035337) = 0.005543 + 0.017977 = 0.023520.

Now propose a flip at site 3 of the same slice. The updated G gives 0.275831, again the direct result. The G from before the first flip gives 0.246727, which is 11% too low.

This stale value equals the first ratio, for a reason of symmetry. Reflecting the chain reverses the staggered field and leaves K unchanged, so it exchanges the two spins and maps site 2 to site 3. Flipping either site alone in the original field therefore has the same ratio. The stale G answers that question, not the one posed after the first flip.

**9. Operation count**

Count multiplications and divisions for both spins, with every flip accepted, and leave out the O(N) work per slice of forming exponential factors.

A proposal needs one product Δ(1 − G_ii) per spin and the product R↑R↓, three in all. An accepted flip needs, per spin, one division Δ/R, N products to scale the row and N² for the outer product. The N sites of a slice therefore cost

N[3 + 2(N² + N + 1)] = 2N³ + 2N² + 5N.

Wrapping costs, per spin, two matrix products and the scaling of rows and columns, 2N³ + 2N², so 4N³ + 4N² for both spins. A sweep without refreshes costs

L(6N³ + 6N² + 5N), with L = β/Δτ.

At fixed Δτ this is O(βN³). Rejected flips lower the count but not the order, since wrapping alone is of order N³ per slice. The formula was tested by running the sweep on numbers that count their own operations. For N = 16 and L = 4 the count was 104768, of which 69632 came from wrapping. Doubling N from 16 to 32 raised the total by a factor 7.75, still short of 8 because of the N² terms; doubling L raised it by 2.

A fresh determinant for each proposal costs about N³/3 operations per spin by elimination, even when A is at hand. With NL proposals this is of order βN⁴. The rank-one update saves a factor of order N.

These are costs per sweep. The number of sweeps needed for a given statistical error depends on autocorrelation times, which this count does not contain.

**10. Rounding and the refresh**

In exact arithmetic one initial G would suffice. In floating point, wrapping can enlarge errors by up to the condition number of B_l, which is at most exp(2λ + 2Δτ‖K‖), with ‖K‖ the largest absolute eigenvalue of K. For fixed Δτ, U and hopping range this bound does not grow with β, which is why a fixed refresh interval k is a reasonable choice. It does not cover small R, so the drift, the largest change of an element of G at a refresh, should be monitored.

The fresh G cannot be taken from the plain product A at large β. The product contains very large and very small scales, and rounding relative to the large ones erases the small ones and the 1 in 1 + A. The remedy is to keep products as UDV, with U orthogonal, D diagonal and positive, and V free of large scale differences. To multiply by a block C of k slices, form (CU)D and factorize it by a column-pivoted QR decomposition as U'TΠ, with T upper triangular and Π a permutation. Then D' = |diag T|, and the new right factor is D'⁻¹TΠV.

At a refresh A = FS, where F holds the blocks already visited and S the later ones. Write F = U₁D₁V₁ and Sᵀ = U₂D₂V₂, and let X = V₁V₂ᵀ. Then

M = 1 + U₁D₁XD₂U₂ᵀ = U₁[U₁ᵀU₂ + D₁XD₂]U₂ᵀ.

Split each D into D = bs, with b = max(D, 1) and s = min(D, 1) taken entry by entry. Pulling b₁ out to the left and b₂ to the right and inverting gives

G = U₂b₂⁻¹ [b₁⁻¹U₁ᵀU₂b₂⁻¹ + s₁Xs₂]⁻¹ b₁⁻¹U₁ᵀ.

No large scale is left inside the bracket. At β = 16, for the four-site chain and a field produced by one sweep, the largest absolute error of an element of G↑ was 0.97 from the plain product and 6 × 10⁻¹⁶ from the factorized one, both against 150-digit arithmetic. With a refresh every 8 slices the largest drift in that sweep was 1.1 × 10⁻¹². The open chain is a mild case, since there R ≥ exp(−2λ) = 0.229 and ‖K‖ < 2. On a periodic 4 × 4 lattice with the same U, Δτ and k the drift is of order 10⁻⁹.

The refresh must not spoil the scaling. Rebuilding the whole product each time means L/k refreshes of L slices each, hence of order L²N³/k operations, which grow as β². Instead, compute the factorized S for all block boundaries once, before the sweep, from the last block backwards. They stay valid because each contains only blocks not yet visited. F grows by one block at a time. Each block is then built twice per sweep, and the cost is O(LN³), for a memory of order (L/k)N².

The numbers of matrix products, factorizations and inversions executed in one sweep, with k = 8, were:

L = 32: 338 with stored factors, 578 with rebuilding
L = 64: 666 and 1786
L = 128: 1322 and 6122

The first sequence is linear in L with a small constant; the second approaches a factor of 4 per doubling. The cost O(βN³) per sweep therefore holds at fixed Δτ and fixed k, with stored partial products. If lower temperature or stronger coupling forces a smaller Δτ or k, the prefactor grows accordingly.

The numerical check checks the trace formula, the updates and these counts numerically.

Computed values

```
Chain: N=4 sites, t=1.0, U=4.0 t, beta=2.0 /t, L=16
dtau = 0.125 /t, lambda = 0.736905
Fock trace vs determinant, relative error: 2.2e-16
Fock vs matrix Green's function, max error: 6.9e-17
Dimer, 3 slices: Z Fock = 19.58566531, Z fields = 19.58566531
Random field: ratio rel. error 1.8e-14, G error 2.8e-14
Largest rel. ratio error, G of wrong slice: 0.4391
Largest rel. ratio error, G past hopping: 0.1514
Worked flip: field (+,-,+,-), site 2, last slice, - to +
up: Delta=3.365834, G_22=0.988749, R=1.037869
down: Delta=-0.770949, G_22=0.011251, R=0.237725
R_up*R_down = 0.24672750, direct = 0.24672750
G_up before the flip, rows 1 to 4:
    0.005708  -0.156873   0.005543   0.002598
   -0.035932   0.988749  -0.035337  -0.005543
    0.005543  -0.154275   0.011251  -0.156873
    0.000595  -0.005543  -0.035932   0.994292
G_up after the flip, rows 1 to 4:
    0.023988  -0.151149   0.023520   0.005418
   -0.151149   0.952673  -0.148646  -0.023317
    0.023520  -0.148646   0.028930  -0.154100
    0.001241  -0.005341  -0.035297   0.994392
Next flip, site 3: updated G 0.27583102, direct 0.27583102
Next flip, site 3, with stale G: 0.24672750
Metropolis sweep, beta=2.0 /t: 48 of 64 accepted
Sum of log ratios 3.74997954, log weight change 3.74997954
Refresh every 8 slices, max drift of G: 4.2e-14
beta=16.0 /t: max drift of G between refreshes 1.1e-12
  G error, plain product 9.7e-01, factorized 5.6e-16
Multiplications+divisions per sweep, both spins, all flips accepted:
  N=8, L=4: flips 4768, wraps 9216, sum 13984
  N=16, L=4: flips 35136, wraps 69632, sum 104768
  N=32, L=4: flips 270976, wraps 540672, sum 811648
  N=16, L=8: flips 70272, wraps 139264, sum 209536
Growth: N 16 to 32 factor 7.747, L 4 to 8 factor 2.000
One determinant: N=16 1375, N=32 10943 operations
Dense N^3 operations per sweep, N=4, refresh every 8 slices:
  L=32: stored 338, rebuilt 578
  L=64: stored 666, rebuilt 1786
  L=128: stored 1322, rebuilt 6122
```
